# Quartic Conduction-Band Terms in Zinc-Blende Crystals and Their Q Coupling

## Part 1. Where the anisotropy comes from

Take an electron in a zinc-blende crystal, leave out its spin, and keep seven states at the zone centre: one s-like conduction state $S$, three p-like valence states $X_1,X_2,X_3$ (that is, $X,Y,Z$), and three p-like states $X'_1,X'_2,X'_3$ of a higher conduction level. In Hartree atomic units the Hamiltonian for the cell-periodic functions at wave vector $\mathbf k$ is the zone-centre Hamiltonian plus $k^2/2+\mathbf k\cdot\mathbf p$. Energies are measured from $S$, so that the valence level lies at $-E_0$ and the upper level at $E_1$. With real basis functions the elements of $\mathbf p=-i\nabla$ are imaginary, and the tetrahedral group leaves three constants:

$$\langle S|p_i|X_j\rangle=iP\delta_{ij},\quad \langle S|p_i|X'_j\rangle=iP'\delta_{ij},\quad \langle X_i|p_j|X'_l\rangle=iQ|\epsilon_{ijl}| .$$

The third pattern is nonzero when $i,j,l$ are all different. The same pattern would be allowed within one p level, but it is symmetric in $i$ and $l$, whereas $\nabla$ is antisymmetric between real functions, so that element vanishes.

Let $\mathbf k$ point along [111]. Then $S$ couples to the longitudinal combination $L=(X+Y+Z)/\sqrt3$ with strength $iPk$, and to the corresponding $L'$ with $iP'k$. The $Q$ coupling between the two p levels is $iQM$, where

$$M_{il}=|\epsilon_{ijl}|k_j,\qquad M=\begin{pmatrix}0&k_z&k_y\\k_z&0&k_x\\k_y&k_x&0\end{pmatrix}.$$

For $k_x=k_y=k_z=k/\sqrt3$, each row of $M$ applied to $(1,1,1)$ gives $2k/\sqrt3$. So $L$ couples to $L'$ alone, with strength $iw$, $w=2Qk/\sqrt3$, and three states form a closed problem. With the common term removed, $\varepsilon=E-k^2/2$ is an eigenvalue of

$$\begin{pmatrix}0&iPk&iP'k\\-iPk&-E_0&iw\\-iP'k&-iw&E_1\end{pmatrix}.$$

The product of elements around the triangle, $(iPk)(iw)(-iP'k)$, is imaginary. It enters the determinant with its complex conjugate and drops out. The secular equation is then

$$\varepsilon\left[(\varepsilon+E_0)(\varepsilon-E_1)-w^2\right]=k^2\left[P^2(\varepsilon-E_1)+P'^2(\varepsilon+E_0)\right].$$

To lowest order, set $\varepsilon=0$ and $w=0$ inside the brackets:

$$\varepsilon=sk^2,\qquad s=\frac{P^2}{E_0}-\frac{P'^2}{E_1}.$$

The total coefficient of $k^2$ is $A=\tfrac12+s=1/(2m^*)$. At the next order two small quantities appear. The term $w^2$ changes the bracket on the left from $-E_0E_1$ to $-(E_0E_1+w^2)$, which multiplies the energy by $1-w^2/(E_0E_1)$ and adds

$$-\frac{sk^2w^2}{E_0E_1}=-\frac{4Q^2s}{3E_0E_1}k^4 .$$

The other correction comes from $\varepsilon$ inside the brackets. Dividing by $-E_0E_1$ and keeping first order in $\varepsilon$,

$$\varepsilon= k^2\left[s+\varepsilon\,\frac{-(P^2+P'^2)+s(E_0-E_1)}{E_0E_1}\right].$$

Since $s(E_0-E_1)=P^2+P'^2-P^2E_1/E_0-P'^2E_0/E_1$, the factor of $\varepsilon$ is $-(P^2/E_0^2+P'^2/E_1^2)$. With $\varepsilon=sk^2$ this correction is

$$\alpha_0k^4,\qquad \alpha_0=-s\left(\frac{P^2}{E_0^2}+\frac{P'^2}{E_1^2}\right).$$

Along [100], by contrast, $S$ couples to $X$ and $X'$, while $k_x$ connects $Y$ with $Z'$ and $Z$ with $Y'$. The closed problem has the same form with $w=0$, and $\alpha_0k^4$ is the whole fourth-order term. The directions differ because $Q$ acts on the longitudinal states along [111] and misses them along [100]. Write

$$\kappa=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2,$$

which is zero along [100] and $k^4/3$ along [111]. The difference found above is then $\beta_0\kappa$ with

$$\beta_0=-\frac{4Q^2}{E_0E_1}\left(A-\tfrac12\right)\qquad\text{(no spin-orbit coupling)}.$$

A band lighter than the free electron has $A>\tfrac12$ and hence $\beta_0<0$: the energy is lower along [111]. The sign can be followed level by level. Repulsion by $L'$ pushes the valence state $L$ down, away from $S$, so $L$ pushes $S$ up less. In the same way $L'$ is pushed up and pushes $S$ down less. These effects have the signs of the $P^2$ and $P'^2$ parts of $\beta_0$, which are opposite, but not their full size. Each level shifts by $w^2/(E_0+E_1)$, which accounts for the fractions $E_1/(E_0+E_1)$ and $E_0/(E_0+E_1)$ of the two parts. The rest has the same sign in each part and comes from the mixing of $L$ with $L'$: some of the $P$ coupling moves to the upper level, which pushes $S$ down, and some of the $P'$ coupling moves to the lower level, which pushes $S$ up.

For a general direction and with spin, eliminate the p states. Let $\chi$ be the two-component spin amplitude on $S$ and $\psi$ the amplitude on the twelve p states. Let $B=(iP\mathbf k,\ iP'\mathbf k)$ be the coupling from the p states to $S$, $D$ the matrix of p levels at $k=0$, including spin-orbit coupling, and $W$ the $Q$ coupling. Then

$$\varepsilon\chi=B\psi,\qquad \varepsilon\psi=B^\dagger\chi+(D+W)\psi ,$$

and therefore $\varepsilon\chi=B(\varepsilon-D-W)^{-1}B^\dagger\chi$. Put $\mathcal G=(-D)^{-1}$, the resolvent of the p levels at the energy of $S$. Since $\varepsilon$ is of order $k^2$ and $W$ of order $k$,

$$(\varepsilon-D-W)^{-1}=\mathcal G+\mathcal GW\mathcal G+\mathcal GW\mathcal GW\mathcal G-\varepsilon\mathcal G^2+O(k^3).$$

The two outer factors $B$ supply two more powers of $k$, so

$$\varepsilon\chi=\left[B\mathcal GB^\dagger+B\mathcal GW\mathcal GB^\dagger+B\mathcal GW\mathcal GW\mathcal GB^\dagger-\varepsilon B\mathcal G^2B^\dagger\right]\chi+O(k^5).$$

Each term is a $2\times2$ matrix in spin space, of the form $f_0+\mathbf f\cdot\boldsymbol\sigma$. Time reversal changes the signs of both $\mathbf k$ and $\boldsymbol\sigma$, so $f_0$ is even in $\mathbf k$ and $\mathbf f$ is odd. The second- and fourth-order terms are therefore spin scalars. The third-order term has no scalar part and splits the two branches by equal amounts up and down. In the mean of the two branches it cancels, and so does the fifth order. The quantity studied here is this mean,

$$E=Ak^2+\alpha_0k^4+\beta_0\kappa+O(k^6).$$

Now set $Q=0$. What remains couples $S$ to the p states through $\mathbf k$ contracted with a vector of orbitals, and the spin-orbit terms are proportional to $\mathbf L\cdot\boldsymbol\sigma$. Rotate $\mathbf k$, the triples $(X,Y,Z)$ and $(X',Y',Z')$, and the spin together, by any angle about any axis. The matrix at the rotated wave vector is then a unitary transform of the matrix at the original one, so its eigenvalues depend on $|\mathbf k|$ alone. This concerns the spectrum itself and not an expansion of it, so it holds at every order in $k$. It holds too if spin-orbit coupling mixes the two p levels, since that mixing is again proportional to $\mathbf L\cdot\boldsymbol\sigma$. The bare eight-band Kane model, which keeps $S$ and the valence states with the coupling $P$, is a special case and is isotropic.

The expansion also shows how $\beta_0$ depends on $Q$. The terms without $W$ belong to the isotropic model. The one remaining fourth-order term contains $W$ twice. Hence $\beta_0$ is proportional to $Q^2$ in the 14-band model, whatever the spin-orbit coupling. In this sense the anisotropy needs $Q$.

It does not follow that every eight-band model lacks the anisotropy. Such a model can be given extra terms of order $k^2$ that stand for the states left out. To see what those terms do, eliminate the upper p level from the 14-band matrix at the energy of $S$. Let $G$ and $F$ be the blocks of $\mathcal G$ for the valence and the upper level, with no spin-orbit mixing between the two. The blocks of the Hamiltonian are $iQM$ from upper to valence and $-iQM$ back, so the elimination adds

$$H_{vv}=Q^2MFM,\qquad H_{Sv}=(iP'\mathbf k)F(-iQM)=P'Q\,\mathbf k FM$$

to the eight-band matrix, and an isotropic term $P'^2\,\mathbf kF\mathbf k$ on $S$. Without spin-orbit coupling $F=-1/E_1$, and multiplying out $M^2$ gives

$$(H_{vv})_{ij}=-\frac{Q^2}{E_1}\left(k^2\delta_{ij}+k_ik_j-2k_i^2\delta_{ij}\right).$$

The first two terms have the form that an isotropic crystal allows. The third is tied to the cubic axes: it is the part of the valence-band warping, the inequality of the Luttinger parameters $\gamma_2$ and $\gamma_3$, that stems from $Q$. The term $H_{Sv}$ is a quadratic coupling between $S$ and the valence states, possible because the crystal has no inversion centre.

Both terms feed back into the conduction band at fourth order. A path that goes $S\to$ valence by $P$, changes the valence state by $H_{vv}$, and returns by $P$ gives $P^2Q^2\,\mathbf kGMFMG\mathbf k$. A path that uses $H_{Sv}$ out and back gives $P'^2Q^2\,\mathbf kFMGMF\mathbf k$. These are the two contributions to $B\mathcal GW\mathcal GW\mathcal GB^\dagger$ in the 14-band model, so the folded model keeps $\beta_0$ unchanged. What it loses is the dependence of the folded terms on the energy $\varepsilon$. At fourth order this is the upper level's share of $-\varepsilon B\mathcal G^2B^\dagger$, which is isotropic and alters $\alpha_0$.

The agreement for $\beta_0$ depends on folding at the conduction edge. If the valence terms are instead fitted at the valence edge, the energy denominator $E_1$ in $H_{vv}$ becomes $E_0+E_1$, and without spin-orbit coupling the $P^2$ part of $\beta_0$ shrinks by the factor $E_1/(E_0+E_1)$.

There is a second limit to the claim. Levels outside the 14 bands can produce anisotropy with no help from $Q$. An example is a twofold level $\Gamma_{12}$ at energy $E_{12}$, with functions $\gamma_1,\gamma_2$ that transform like $2z^2-x^2-y^2$ and $x^2-y^2$. Symmetry allows

$$\langle X_i|p_j|\gamma_a\rangle=iR\,\delta_{ij}e^a_i,\quad \mathbf e^1=\frac{(-1,-1,2)}{\sqrt6},\quad \mathbf e^2=\frac{(1,-1,0)}{\sqrt2},$$

and forbids a coupling of $\gamma_a$ to $S$. Take $Q=0$ and no spin-orbit coupling, and leave out any coupling of $\gamma_a$ to the upper p level. The path $S\to$ valence $\to\gamma_a\to$ valence $\to S$ has the energy factors $1/E_0$, $-1/E_{12}$, $1/E_0$ and the angular factor $\sum_a(\sum_ie^a_ik_i^2)^2$. The vectors $\mathbf e^1,\mathbf e^2$ and $(1,1,1)/\sqrt3$ form an orthonormal set, so $\sum_ae^a_ie^a_j=\delta_{ij}-\tfrac13$ and the angular factor is

$$\sum_ik_i^4-\tfrac13k^4=\tfrac23k^4-2\kappa ,$$

because $k^4=\sum_ik_i^4+2\kappa$. The level therefore changes the coefficients by

$$\delta\beta_0=+\frac{2P^2R^2}{E_0^2E_{12}},\qquad \delta\alpha_0=-\frac{2P^2R^2}{3E_0^2E_{12}} .$$

For a level above the conduction edge, $E_{12}>0$, the sign of $\delta\beta_0$ is opposite to that of the $P^2$ part due to $Q$. The reason is geometrical: $Q$ pushes the longitudinal valence state down along [111], whereas $\Gamma_{12}$ does so along [100], and along [111] its angular factor $\tfrac23k^4-\tfrac23k^4$ vanishes. A $\Gamma_{12}$ level below the valence band, such as one from a filled cation d shell, has $E_{12}<0$. It pushes the valence state up, and both changes reverse sign.

## Part 2. Spin-orbit coupling and the size of the terms

The symbols carried over are these. Energies are counted from the s-like conduction edge. $P$ and $P'$ couple $S$ to the valence and the upper p level, and $Q$ couples the two p levels through the matrix $M_{il}=|\epsilon_{ijl}|k_j$. The anisotropy is measured by $\kappa=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. The resolvents of the two p levels at zero energy are $G$ and $F$. The mean energy of the two spin branches is $Ak^2+\alpha_0k^4+\beta_0\kappa$. It contains the two $Q$ paths $P^2Q^2\,\mathbf kGMFMG\mathbf k$ and $P'^2Q^2\,\mathbf kFMGMF\mathbf k$ and, from the energy dependence of the elimination, the isotropic term $-(A-\tfrac12)k^2(P^2\mathbf kG^2\mathbf k+P'^2\mathbf kF^2\mathbf k)$.

Spin-orbit coupling splits the valence level into $\Gamma_8$ at $-E_0$ and $\Gamma_7$ at $-E_0-\Delta_0$, and the upper level into $\Gamma_7$ at $E_1$ and $\Gamma_8$ at $E_1+\Delta_1$. Its mixing of the two levels is left out of the formulas. The resolvent therefore takes the values

$$G_8=\frac1{E_0},\quad G_7=\frac1{E_0+\Delta_0},\quad F_8=-\frac1{E_1+\Delta_1},\quad F_7=-\frac1{E_1}.$$

The operator $\mathbf L\cdot\boldsymbol\sigma=J(J+1)-\tfrac{11}4$ equals $1$ for $J=\tfrac32$ ($\Gamma_8$) and $-2$ for $J=\tfrac12$ ($\Gamma_7$). The projectors on these are $(2+\mathbf L\cdot\boldsymbol\sigma)/3$ and $(1-\mathbf L\cdot\boldsymbol\sigma)/3$. In the basis $X,Y,Z$ one has $(L_n)_{ij}=-i\epsilon_{ijn}$, so

$$G_{ij}=a\delta_{ij}-ib\,\epsilon_{ijn}\sigma_n,\quad a=\frac{2G_8+G_7}3,\quad b=\frac{G_8-G_7}3 .$$

$F$ has the same form, with $c=(2F_8+F_7)/3$ and $d=(F_8-F_7)/3$. In $\mathbf kG\mathbf k$ the antisymmetric part drops out, which gives

$$A=\tfrac12+aP^2+cP'^2 .$$

Likewise $\mathbf kG^2\mathbf k=a_2k^2$ and $\mathbf kF^2\mathbf k=c_2k^2$, with $a_2=(2G_8^2+G_7^2)/3$ and $c_2=(2F_8^2+F_7^2)/3$.

For the first $Q$ path, apply $G$ and then $M$ to $\mathbf k$. Since $\epsilon_{ijn}k_j\sigma_n=(\mathbf k\times\boldsymbol\sigma)_i$, the result is

$$u_l=av_l-ibR_{lq}\sigma_q,\qquad \mathbf v=M\mathbf k=2(k_yk_z,\,k_zk_x,\,k_xk_y),$$

where $R$ is $M$ times the matrix that turns $\boldsymbol\sigma$ into $\mathbf k\times\boldsymbol\sigma$. Written out, with $x,y,z$ for $k_x,k_y,k_z$,

$$R=\begin{pmatrix}z^2-y^2&xy&-xz\\-xy&x^2-z^2&yz\\xz&-yz&y^2-x^2\end{pmatrix}.$$

Four properties can be read off. The trace is zero, and $\mathbf v\cdot\mathbf v=4\kappa$. The squares of the diagonal elements add up to $2(x^4+y^4+z^4)-2\kappa=2k^4-6\kappa$. The off-diagonal elements add $2\kappa$ to $\operatorname{tr}RR^T$ and $-2\kappa$ to $\operatorname{tr}R^2$, so

$$\operatorname{tr}RR^T=2k^4-4\kappa,\qquad \operatorname{tr}R^2=2k^4-8\kappa .$$

Finally $R_{23}-R_{32}=2yz=v_1$, and cyclically, so $\epsilon_{lmn}R_{mn}=v_l$.

The path is $P^2Q^2\,u_l^\dagger F_{lm}u_m$ with $u_l^\dagger=av_l+ibR_{lq}\sigma_q$. It is a spin scalar, so half its trace over spin is enough. The part of $F$ with $c$ gives

$$c\left(a^2\mathbf v\cdot\mathbf v+b^2\operatorname{tr}RR^T\right)=c\left[4a^2\kappa+b^2(2k^4-4\kappa)\right].$$

The part with $d$ is $-id\,\epsilon_{lmn}$ times half the trace of $u_l^\dagger\sigma_nu_m$. With $\tfrac12\operatorname{tr}\sigma_q\sigma_n=\delta_{qn}$ and $\tfrac12\operatorname{tr}\sigma_q\sigma_n\sigma_r=i\epsilon_{qnr}$, that half trace is

$$-iab\,v_lR_{mn}+iab\,R_{ln}v_m+ib^2\epsilon_{qnr}R_{lq}R_{mr}.$$

Multiplied by $-id\,\epsilon_{lmn}$, the first term gives $-dab\,\mathbf v\cdot\mathbf v$. The second gives the same after $l$ and $m$ are exchanged, which reverses the sign of $\epsilon_{lmn}$. In the third, $\epsilon_{lmn}\epsilon_{qnr}=\delta_{lr}\delta_{mq}-\delta_{lq}\delta_{mr}$ leads to $db^2[\operatorname{tr}R^2-(\operatorname{tr}R)^2]$. The $d$ part is thus

$$-8abd\,\kappa+b^2d(2k^4-8\kappa).$$

Adding the two parts, the coefficient of $k^4$ is $2b^2(c+d)=2b^2F_8$. The coefficient of $\kappa$ is

$$4c(a^2-b^2)-8abd-8b^2d=4(a+b)\left[c(a-b)-2bd\right].$$

Here $a+b=G_8$ and $a-b=(G_8+2G_7)/3$. The bracket is one ninth of

$$(2F_8+F_7)(G_8+2G_7)-2(G_8-G_7)(F_8-F_7)=6F_8G_7+3F_7G_8 ,$$

the products $F_8G_8$ and $F_7G_7$ having cancelled. The first path is therefore

$$P^2Q^2\left[2b^2F_8k^4+\tfrac43G_8(2F_8G_7+F_7G_8)\kappa\right].$$

The second path follows by exchanging the two levels, $G\leftrightarrow F$ and $P\to P'$. Collecting everything,

$$\beta_0=\tfrac43Q^2\left[P^2G_8(2F_8G_7+F_7G_8)+P'^2F_8(2G_8F_7+G_7F_8)\right],$$

$$\alpha_0=-(A-\tfrac12)(a_2P^2+c_2P'^2)+2Q^2\left(P^2b^2F_8+P'^2d^2G_8\right).$$

With $\Delta_0=\Delta_1=0$ one has $b=d=0$, $G_8=G_7=1/E_0$ and $F_8=F_7=-1/E_1$, and the results of Part 1 return. With spin-orbit coupling, $Q$ enters $\alpha_0$ as well. The reason is the component $\mathbf k\times\boldsymbol\sigma$, proportional to $b$: the spin gives the intermediate p state a transverse part, and on that part $Q$ acts even along [100].

In a narrow-gap crystal with $E_0\ll\Delta_0$ and $E_0\ll E_1$, the leading terms are $\alpha_0\approx-4P^4/(9E_0^3)$ and $\beta_0\approx-4P^2Q^2/(3E_0^2E_1)$. Their ratio $\beta_0/\alpha_0\approx3Q^2E_0/(P^2E_1)$ falls with the gap, so the nonparabolicity becomes nearly isotropic. The expansion itself then needs $|\alpha_0|k^2\ll A$, that is $2P^2k^2\ll3E_0^2$, a range of $k$ that shrinks in proportion to the gap.

For numbers, take a crystal like CdTe near room temperature, with rough parameters: $E_0=1.5$, $\Delta_0=0.9$, $E_1=3.8$ and $\Delta_1=0.3$ eV. In eV and nm the formulas keep their form if $\tfrac12$ becomes $\hbar^2/2m_e=0.0381$ eV nm². The couplings are $P^2=20$ eV, $P'^2=5$ eV and $Q^2=15$ eV times this constant, or $0.762$, $0.1905$ and $0.5715$ eV² nm². Then $a=0.583$ and $c=-0.250$ eV⁻¹, and

$$A=0.0381+0.4445-0.0477=0.435\ \text{eV nm}^2,\qquad m^*=0.088\,m_e .$$

The $P^2$ part of $\beta_0$ is

$$-\frac{4(0.5715)(0.762)}{3(1.5)}\left[\frac2{(4.1)(2.4)}+\frac1{(1.5)(3.8)}\right]=-0.147\ \text{eV nm}^4 ,$$

and the $P'^2$ part is $+0.016$ eV nm⁴. Together $\beta_0=-0.131$ eV nm⁴, or about $-610$ Hartree $a_0^4$. With $a_2P^2+c_2P'^2=0.282$, the first term of $\alpha_0$ is $-0.3968\times0.282=-0.112$. The $Q$ term adds $-0.0015$, so $\alpha_0=-0.113$ eV nm⁴, about $-530$ Hartree $a_0^4$. Coefficients extracted from eigenvalues of the 14-band matrix agree with both to the five decimals printed in the numerical output. Without spin-orbit splittings, at the same $E_0$ and $E_1$, $\beta_0$ would be $-0.184$ eV nm⁴. The eight-band matrix folded at the conduction edge gives $\beta_0=-0.131$ again and $\alpha_0=-0.109$ eV nm⁴.

The role of $Q$ shows in the spectrum at $k=0.8$ nm⁻¹. Over twelve random directions, with a spin-orbit mixing of 0.2 eV between the p levels included, the mean conduction energy varies by 9.95 meV. With $Q=0$ the variation is below $10^{-11}$ meV, which is rounding error.

Consider a hot electron with $k=0.4$ nm⁻¹, for which $k^4=0.0256$ nm⁻⁴. The parabolic energy is 69.6 meV and the isotropic quartic term $-2.9$ meV. The anisotropic term is zero along [100], $-0.84$ meV along [110], where $\kappa=k^4/4$, and $-1.11$ meV along [111]. The quartic energies are 66.7, 65.9 and 65.6 meV; diagonalization gives 66.9, 66.2 and 65.9 meV. Higher powers of $k$ thus take back 8 to 9 per cent of the quartic shift. The velocity along $\mathbf k$, $[2Ak+4(\alpha_0+\beta_0\kappa/k^4)k^3]/\hbar$, is $4.8$, $4.7$ and $4.7\times10^5$ m/s in the three directions, against $5.3\times10^5$ m/s for the parabolic band. Along [110] the spin branches are 1.6 meV apart with these parameters, more than the anisotropic shift of their mean. The ordering depends on $P'$: with $P'^2=1$ eV times $\hbar^2/2m_e$ the splitting is 0.7 meV and the shift 0.9 meV.

The parameters put the gap, the valence splitting and the mass near those of CdTe, whose mass is roughly $0.09$ to $0.1\,m_e$; $P'$ and $Q$ are less certain. Several things left out move the numbers. A spin-orbit mixing of $\pm0.1$ eV between the p levels changes $\alpha_0$ and $\beta_0$ by less than 1 per cent, but the spin splitting along [110] by about a fifth. A $\Gamma_{12}$ level at 9 eV with $R^2=20$ eV times $\hbar^2/2m_e$, an assumed order of magnitude, raises $\beta_0$ by $0.043$ eV nm⁴, a third of its size. The change scales as $R^2/E_{12}$, so a level at 7 eV gives $0.055$. An equally strong coupling of the 9 eV level to the upper p states turns $0.043$ into $0.026$ or $0.064$, depending on its sign. For these assumed values the 14-band $\beta_0$ is off by between a fifth and a half. With a low-temperature gap of 1.6 eV and the couplings held fixed, $\alpha_0$ and $\beta_0$ become $-0.094$ and $-0.115$ eV nm⁴.

The assumption of a sharp level fails as well, because the electron emits and absorbs polar optical phonons. Let the phonon energy be $\hbar\omega=21$ meV and the dielectric constants 7 and 10, all rough. In units where $\hbar\omega=1$ and a parabolic electron has energy $q^2$, the electron has wave number $\tilde k=\sqrt{69.6/21}=1.82$, and the squared Fröhlich coupling per unit volume is $4\pi\alpha_F/q^2$ with $\alpha_F=0.32$. The golden rule for emission into a final wave number $p=\sqrt{\tilde k^2-1}$ gives the width

$$\alpha_Fp\int_{-1}^1\frac{d\mu}{\tilde k^2+p^2-2\tilde kp\mu}=\frac{2\alpha_F}{\tilde k}\operatorname{arcosh}\tilde k .$$

Absorption has $p=\sqrt{\tilde k^2+1}$ and gives the same with arsinh. The weights are $1+N$ and $N$, with the phonon number $N=0.80$ at 300 K. The width $\hbar/\tau$ is then 24 meV at 300 K and 9 meV in a cold crystal, against a difference of about 1 meV between [100] and [111]. At this energy the anisotropy is far smaller than the width of the level. The same coupling, in second order, raises the energy relative to the band edge by 1.7 meV at 300 K; in this isotropic-mass treatment that shift has no directional part. It is a small difference of two self-energies of about 11 meV each, computed on a parabolic band. With the nonparabolicity of the band put into the energy denominators it falls to about 1.0 meV. It thus offsets between a third and somewhat over half of $\alpha_0k^4$, and the phonon shifts quoted below, which use the parabolic value, are good to about 1 meV. This takes $A$ as the coefficient without phonons. A mass measured at the band edge already contains their effect: in second order the phonons lower the coefficient of $k^2$ there by the fraction $\alpha_F(1+N)/6$. Relative to the parabola with the mass measured at 300 K, the phonon contribution at 300 K is therefore about 8 meV. If the mass was measured in a cold crystal, where $N=0$, it is about 5 meV. In a cold crystal, emission stops when the electron energy is below $\hbar\omega$. There $k^2<0.021/0.435=0.048$ nm⁻², and the difference between [100] and [111], $|\beta_0|k^4/3$, is at most about 0.1 meV.

## Computed results

```
hbar^2/2m_e = 0.038100 eV nm^2
E0, D0, E1, D1 = 1.5 0.9 3.8 0.3 eV
EP, EP', EQ = 20.0 5.0 15.0 eV
P, P', Q = 0.8729 0.4365 0.7560 eV nm
A = 0.43491 eV nm^2; m*/m_e = 0.0876
alpha0 = -0.11330 eV nm^4 = -531.0 Hartree a0^4
beta0 = -0.13057 eV nm^4 = -611.9 Hartree a0^4
from spectra: alpha0 = -0.11330, beta0 = -0.13057 eV nm^4
part of alpha0 due to Q = -0.001469 eV nm^4
beta0 parts: P^2 -0.14659, P'^2 0.01602 eV nm^4
beta0 without spin-orbit coupling = -0.18363 eV nm^4
folded 8-band: alpha = -0.10856, beta = -0.13057 eV nm^4
direction spread of mean energy at k = 0.8 /nm, cross = 0.2 eV: Q on 9.95 meV, Q = 0 7e-13 meV
same, bare 8-band Kane model: 8e-13 meV
example k = 0.4 /nm, T = 300 K
A k^2 = 69.586 meV
alpha0 k^4 = -2.901 meV
[100] beta0 term -0.000, quartic E 66.685, 14-band E 66.905 meV
[100] velocity: quartic 4.845, 14-band 4.894 1e5 m/s; spin splitting 0.000 meV
[110] beta0 term -0.836, quartic E 65.850, 14-band E 66.161 meV
[110] velocity: quartic 4.718, 14-band 4.787 1e5 m/s; spin splitting 1.628 meV
[111] beta0 term -1.114, quartic E 65.571, 14-band E 65.917 meV
[111] velocity: quartic 4.676, 14-band 4.752 1e5 m/s; spin splitting 0.000 meV
parabolic velocity = 5.286 1e5 m/s
cross mixing +0.1 eV: change of alpha0 +0.00073, of beta0 +0.00031 eV nm^4
cross mixing -0.1 eV: change of alpha0 -0.00059, of beta0 -0.00005 eV nm^4
Gamma12 level (ER = 20, E12 = 9 eV): change of alpha0 -0.01464, of beta0 +0.04301 eV nm^4
cold crystal, E0 = 1.6 eV: alpha0 = -0.09442, beta0 = -0.11540 eV nm^4
phonon 21 meV, eps_high 7, eps_static 10: Froehlich coupling = 0.323, occupation = 0.798
phonon shift relative to band edge = +1.671 meV
phonon level width hbar/tau: 300 K 24.25 meV, cold 8.99 meV
thermal energy kT = 25.85 meV
```
